# Transverse magnetic focusing in GaAs: the first peak field: a program that tests the result

```python
# Result under test: the first transverse magnetic focusing field of a 2D
# electron gas is B1 = 2 hbar kF / (e L), with kF = sqrt(2 pi n).
# n: sheet density, L: distance between contact centres on a straight wall,
# d: cyclotron diameter, s: sine of the emission angle from the wall normal,
# w: width of each contact. The program also sizes the neglected effects:
# contact width, diffraction, temperature, later skips, scattering.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ai_zeros

hbar, e, kB = const.hbar, const.e, const.k
density = 3e15            # m^-2
L = 2e-6                  # m
mass = 0.067 * const.m_e  # rough typical value for GaAs
width = 100e-9            # m, rough typical opening
mobility = 100.0          # m^2/(V s), rough typical value
temperature = 1.5         # K

kF = np.sqrt(2 * np.pi * density)
speed = hbar * kF / mass
EF = (hbar * kF)**2 / (2 * mass)
B1 = 2 * hbar * kF / (e * L)

# Fermi wave number by filling the states of a periodic box
box = 3e-6
pairs = int(round(density * box**2 / 2))
index = np.arange(-90, 91)
radius2 = np.sort((index[:, None]**2 + index[None, :]**2).ravel())
kF_count = 2 * np.pi / box * np.sqrt(radius2[pairs - 1])
assert abs(kF_count / kF - 1) < 0.01  # finite-box shell effects


# Landing point from Newton's equation with the Lorentz force
def landing(field, angle, m):
    v = hbar * kF / m
    Bz = -field
    ps, um = 1e-12, 1e-6

    def motion(t, y):
        return [y[2], y[3], -e * Bz * y[3] / m * ps,
                e * Bz * y[2] / m * ps]

    def wall(t, y):
        return y[1]
    wall.terminal = True
    wall.direction = -1
    start = [0, 0, v * np.sin(angle) * ps / um,
             v * np.cos(angle) * ps / um]
    period = 2 * np.pi * m / (e * field) / ps
    run = solve_ivp(motion, (0, 1.1 * period), start, events=wall,
                    rtol=1e-10, atol=1e-12, max_step=period / 40)
    return run.y_events[0][0][0] * um, run.t_events[0][0] * ps


for angle in (-0.7, -0.2, 0.0, 0.3, 0.9):
    hit, _ = landing(B1, angle, mass)
    assert abs(hit / (L * np.cos(angle)) - 1) < 1e-6
focus = [brentq(lambda b: landing(b, 0.0, m)[0] / L - 1, 0.05, 0.2,
                xtol=1e-10) for m in (mass, 2 * mass)]
assert max(abs(b / B1 - 1) for b in focus) < 1e-6
flight_time = landing(B1, 0.0, mass)[1]
path = speed * flight_time
assert abs(path / (np.pi * L / 2) - 1) < 1e-6


# Classical collected fraction: exact overlap of shifted openings,
# integrated over s for cosine-law emission
def collected(d, w, skips=(1,), points=20000):
    s = (np.arange(points) + 0.5) / points
    chord = d * np.sqrt(1 - s**2)
    total = 0.0
    for m in skips:
        total += np.mean(np.maximum(0, w - np.abs(m * chord - L))) / w
    return total


def peak_diameter(function, low, high):
    best = minimize_scalar(lambda x: -function(x * L), method='bounded',
                           bounds=(low / L, high / L),
                           options={'xatol': 1e-8})
    return best.x * L


shift_ratio = {}
for w in (width, width / 10):
    d_peak = peak_diameter(lambda d: collected(d, w), L - w / 2, L + w)
    shift_ratio[w] = (d_peak - L) / w
    assert abs(shift_ratio[w] - 1 / 3) < w / L  # next order in w/L
d_width = L + width * shift_ratio[width]
B_width = B1 * L / d_width
B_width_formula = B1 / (1 + width / (3 * L))
fraction = collected(d_width, width)
d_skips = peak_diameter(lambda d: collected(d, width, range(1, 11)),
                        L - width / 2, L + width)
B_skips = B1 * L / d_skips

# Thermal average with the derivative of the Fermi function
x_energy = np.linspace(-14, 14, 85)
thermal_weight = 1 / np.cosh(x_energy / 2)**2
k_ratio = np.sqrt(1 + x_energy * kB * temperature / EF)
thermal_weight *= k_ratio
thermal_weight /= thermal_weight.sum()


def thermal_collected(d):
    values = [collected(d * q, width, points=5000) for q in k_ratio]
    return np.dot(thermal_weight, values)


d_thermal = peak_diameter(thermal_collected, L - width / 2,
                          L + 2 * width)
B_thermal = B1 * L / d_thermal


# Diffraction: one-skip wave integral compared with its Airy limit
def skip_phase(s, d):
    return d / 2 * (s * np.sqrt(1 - s**2) + np.arcsin(s))


s_grid = -1 + 2 * (np.arange(40000) + 0.5) / 40000


def wave_signal(d, power=1):
    weight = (1 - s_grid**2)**(power / 2)
    phase = kF * (s_grid * L - skip_phase(s_grid, d))
    return abs(np.mean(weight * np.exp(1j * phase)))**2


airy_length = (kF * L / 2)**(1 / 3) / kF
airy_argument = -ai_zeros(1)[1][0]
airy_shift = airy_argument * airy_length
d_wave = peak_diameter(wave_signal, L, L + 2 * airy_length)
d_wave2 = peak_diameter(lambda d: wave_signal(d, 2), L,
                        L + 2 * airy_length)
assert abs((d_wave - L) / airy_shift - 1) < 0.10  # finite kF L
assert abs((d_wave2 - L) / airy_shift - 1) < 0.15
B_wave = B1 * L / d_wave

# The skip phase against zeros of the Schroedinger solution at a hard
# wall; v is the distance from the orbit centre in cyclotron radii
K = kF * L / 2


def schroedinger(v, y):
    return [y[1], K**2 * (v**2 - 1) * y[0]]


def node(v, y):
    return y[0]


v0 = 1.35
wave = solve_ivp(schroedinger, (v0, -0.85),
                 [1e-12, -K * np.sqrt(v0**2 - 1) * 1e-12],
                 events=node, method='DOP853', rtol=1e-10, atol=1e-22,
                 max_step=0.005)
s_edge = -wave.t_events[0]
order = np.arange(1, len(s_edge) + 1)
loops = kF * (skip_phase(s_edge, L) + np.pi * L / 4) / (2 * np.pi)
inner = np.abs(s_edge) < 0.8
phase_error = np.max(np.abs(loops - (order - 0.25))[inner])
assert inner.sum() > 30
assert phase_error < 0.01  # higher semiclassical orders

# Remaining scales
free_path = hbar * kF * mobility / e
survival = np.exp(-path / free_path)
landau = hbar * e * B1 / mass
B_density = B1 * (np.sqrt(1.01) - 1)
for field in (B1, B_width, B_skips, B_thermal, B_wave):
    assert 0.085 < field < 0.095


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("sheet density", density / 1e4, "cm^-2")
show("contact distance L", L * 1e9, "nm")
show("effective mass (rough)", mass / const.m_e, "m_e")
show("contact width w (rough)", width * 1e9, "nm")
show("mobility (rough)", mobility * 1e4, "cm^2/(V s)")
show("temperature", temperature, "K")
show("Fermi wave number", kF * 1e-9, "nm^-1")
show("Fermi wave number from counted states", kF_count * 1e-9, "nm^-1")
show("Fermi wavelength", 2 * np.pi / kF * 1e9, "nm")
show("Fermi energy", EF / e * 1e3, "meV")
show("Fermi speed", speed, "m/s")
show("ideal first focusing field B1", B1, "T")
show("focus field from integrated orbit", focus[0], "T")
show("same with doubled mass", focus[1], "T")
show("cyclotron radius at B1", L / 2 * 1e9, "nm")
show("semicircle path", path * 1e9, "nm")
show("flight time", flight_time * 1e12, "ps")
show("width shift (d-L)/w, w as given", shift_ratio[width], "(ratio)")
show("width shift (d-L)/w, w ten times smaller",
     shift_ratio[width / 10], "(ratio)")
show("peak field with contact width", B_width, "T")
show("peak field from w/3 rule", B_width_formula, "T")
show("collected fraction at that peak", fraction, "(ratio)", 3)
show("peak field with width and ten skips", B_skips, "T")
show("peak field with width and temperature", B_thermal, "T")
show("Airy length", airy_length * 1e9, "nm")
show("Airy maximum argument", airy_argument, "(number)")
show("Airy estimate of d-L", airy_shift * 1e9, "nm")
show("wave integral d-L", (d_wave - L) * 1e9, "nm")
show("wave integral d-L, cosine squared weight",
     (d_wave2 - L) * 1e9, "nm")
show("peak field with diffraction, narrow contacts", B_wave, "T")
show("largest edge-state phase error", phase_error, "loops", 2)
show("thermal energy kT", kB * temperature / e * 1e3, "meV", 3)
show("Landau-level spacing at B1", landau / e * 1e3, "meV", 3)
show("momentum-relaxation free path", free_path * 1e9, "nm")
show("survival over semicircle", survival, "(ratio)", 3)
show("field change for 1 percent more density", B_density * 1e3, "mT", 3)
print("all assertions hold")
```

Running it gives:

```
sheet density: 3e+11 cm^-2
contact distance L: 2000 nm
effective mass (rough): 0.067 m_e
contact width w (rough): 100 nm
mobility (rough): 1e+06 cm^2/(V s)
temperature: 1.5 K
Fermi wave number: 0.1373 nm^-1
Fermi wave number from counted states: 0.1372 nm^-1
Fermi wavelength: 45.76 nm
Fermi energy: 10.72 meV
Fermi speed: 2.372e+05 m/s
ideal first focusing field B1: 0.09037 T
focus field from integrated orbit: 0.09037 T
same with doubled mass: 0.09037 T
cyclotron radius at B1: 1000 nm
semicircle path: 3142 nm
flight time: 13.24 ps
width shift (d-L)/w, w as given: 0.3088 (ratio)
width shift (d-L)/w, w ten times smaller: 0.3306 (ratio)
peak field with contact width: 0.08899 T
peak field from w/3 rule: 0.08889 T
collected fraction at that peak: 0.239 (ratio)
peak field with width and ten skips: 0.08903 T
peak field with width and temperature: 0.08879 T
Airy length: 37.58 nm
Airy maximum argument: 1.019 (number)
Airy estimate of d-L: 38.28 nm
wave integral d-L: 37.48 nm
wave integral d-L, cosine squared weight: 36.67 nm
peak field with diffraction, narrow contacts: 0.08871 T
largest edge-state phase error: 0.0018 loops
thermal energy kT: 0.129 meV
Landau-level spacing at B1: 0.156 meV
momentum-relaxation free path: 9037 nm
survival over semicircle: 0.706 (ratio)
field change for 1 percent more density: 0.451 mT
all assertions hold
```
